# Why core levels shift with environment: valence and Madelung contributions: test program

```python
"""
Why core levels shift with environment.

Result under test: a core orbital energy e_c shifts to first order by the
average of the change dv(r) of the spherical potential over the core orbital.
For an ion of charge +Q in a rock-salt lattice of spherical ions,
    shift = -Q <1/r>_valence + alpha Q / d   (approximately),
relative to the free neutral atom.
  <1/r>_valence : mean inverse radius of the removed valence shell
  alpha, d      : Madelung constant and nearest-neighbour distance
The potential is the potential energy of an electron. Algebra is in Hartree
atomic units; printed energies are in eV and lengths in angstrom.
Model: nuclear charge 12, self-consistent 1s2 2s2 2p6 core with local-density
exchange (no correlation), and a prescribed valence shell of Slater form.
"""
import numpy as np
from math import factorial
from scipy.constants import physical_constants
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh
from scipy.special import eval_genlaguerre, gammainc, gammaincc, gammaln

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10

# ---------------- model parameters ----------------
Z = 12.0
N_VALENCE = 2.0
ION_CHARGE = 2.0
ZETA_VALENCE_A = 2.25      # per angstrom, n = 3 shell
ZETA_ANION_A = 2.0         # per angstrom, n = 2 shell
ZETA_COMPACT_A = 7.5       # per angstrom, n = 3 shell, counterexample
DISTANCE_A = 3.0           # angstrom
zeta_val = ZETA_VALENCE_A * BOHR
zeta_anion = ZETA_ANION_A * BOHR
zeta_compact = ZETA_COMPACT_A * BOHR
d = DISTANCE_A / BOHR

# ---------------- radial grid and basis ----------------
R_MAX, N_GRID, N_BASIS, DECAY = 16.0, 800, 26, 5.0
nodes, node_weights = np.polynomial.legendre.leggauss(N_GRID)
r = 0.5 * R_MAX * (nodes + 1)
w = 0.5 * R_MAX * node_weights


def radial_basis(l):
    """Orthonormal Laguerre functions and their kinetic-energy matrix."""
    functions, derivatives = [], []
    x = 2 * DECAY * r
    for k in range(N_BASIS):
        log_norm = 0.5 * ((2 * l + 3) * np.log(2 * DECAY)
                          + gammaln(k + 1) - gammaln(k + 2 * l + 3))
        envelope = np.exp(log_norm - DECAY * r) * r ** (l + 1)
        f = envelope * eval_genlaguerre(k, 2 * l + 2, x)
        df = f * ((l + 1) / r - DECAY)
        if k > 0:
            df -= 2 * DECAY * envelope * eval_genlaguerre(k - 1, 2 * l + 3, x)
        functions.append(f)
        derivatives.append(df)
    f, df = np.array(functions), np.array(derivatives)
    kinetic = 0.5 * ((df * w) @ df.T + l * (l + 1) * (f * w / r**2) @ f.T)
    return f, kinetic


BASIS = {l: radial_basis(l) for l in (0, 1)}


def solve(l, v):
    f, kinetic = BASIS[l]
    energies, coefficients = eigh(kinetic + (f * (w * v)) @ f.T)
    return energies, coefficients.T @ f


def shell_density(n, zeta):
    """Radial density (integral one) of a Slater shell."""
    return ((2 * zeta) ** (2 * n + 1) * r ** (2 * n)
            * np.exp(-2 * zeta * r) / factorial(2 * n))


def shell_potential(n, zeta, radius):
    """Closed-form repulsion energy from one electron in a Slater shell."""
    x = 2 * zeta * radius
    return (gammainc(2 * n + 1, x) / radius
            + zeta / n * gammaincc(2 * n, x))


def hartree(s):
    """Electrostatic repulsion of a radial density by direct integration."""
    r0 = np.concatenate(([0.0], r))
    inner = CubicSpline(r0, np.concatenate(([0.0], s))).antiderivative()
    outer = CubicSpline(r0, np.concatenate(([0.0], s / r))).antiderivative()
    return inner(r) / r + outer(r[-1]) - outer(r)


def self_consistent_core(n_val):
    """Core levels with n_val electrons in the prescribed valence shell."""
    core = 2 * shell_density(1, 11.7) + 8 * shell_density(2, 4.0)
    valence = n_val * shell_density(3, zeta_val)
    for _ in range(300):
        parts = {
            "valence": n_val * shell_potential(3, zeta_val, r),
            "core": hartree(core),
            "exchange": -np.cbrt(3 * (core + valence) / (4 * np.pi**2 * r**2)),
        }
        v = -Z / r + sum(parts.values())
        e_s, u_s = solve(0, v)
        e_p, u_p = solve(1, v)
        new = 2 * u_s[0] ** 2 + 2 * u_s[1] ** 2 + 6 * u_p[0] ** 2
        change = np.sum(w * abs(new - core))
        if change < 1e-9:
            break
        core = 0.5 * (core + new)
    assert change < 1e-9, "self-consistency not reached"
    energies = {"1s": e_s[0], "2s": e_s[1], "2p": e_p[0]}
    orbitals = {"1s": u_s[0], "2s": u_s[1], "2p": u_p[0]}
    return energies, orbitals, v, parts


def show(label, value, unit, digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


# ---------------- checks of the numerical tools ----------------
assert abs(solve(0, -Z / r)[0][0] + Z**2 / 2) < 1e-6
assert abs(solve(1, -Z / r)[0][0] + Z**2 / 8) < 1e-6
valence_density = shell_density(3, zeta_val)
assert np.max(abs(hartree(valence_density)
                  - shell_potential(3, zeta_val, r))) < 1e-5
inverse_radius = np.sum(w * valence_density / r)
assert abs(inverse_radius - zeta_val / 3) < 1e-9
mean_radius = np.sum(w * valence_density * r)

# ---------------- free atom and free ions ----------------
e_atom, u_atom, v_atom, parts_atom = self_consistent_core(N_VALENCE)
e_ion, u_ion, v_ion, parts_ion = self_consistent_core(N_VALENCE - ION_CHARGE)
e_half, _, _, _ = self_consistent_core(N_VALENCE - ION_CHARGE / 2)
dv = v_ion - v_atom
valence_part = -ION_CHARGE * inverse_radius

levels = ("1s", "2s", "2p")
free_shift = {c: e_ion[c] - e_atom[c] for c in levels}
first_order = {c: np.sum(w * u_atom[c] ** 2 * dv) for c in levels}
contributions = {c: {p: np.sum(w * u_atom[c] ** 2
                               * (parts_ion[p] - parts_atom[p]))
                     for p in parts_atom} for c in levels}
remainder = {c: free_shift[c] - first_order[c] for c in levels}

for c in levels:
    # first order must carry nearly the whole self-consistent shift
    assert abs(remainder[c]) < 0.02 * abs(free_shift[c])
    # the electrostatic valence part must dominate what was left out
    assert abs(free_shift[c] - valence_part) < 0.10 * abs(valence_part)
for c in ("1s", "2p"):
    assert remainder[c] < 1e-7       # variational sign of the remainder

# The remainder is second order: halving dv must divide it by about four.
half_remainder = (solve(1, v_atom + 0.5 * dv)[0][0] - e_atom["2p"]
                  - 0.5 * first_order["2p"])
scaling_ratio = remainder["2p"] / half_remainder
assert 3.5 < scaling_ratio < 4.5

# Near-linearity in the removed charge, with full self-consistency.
half_fraction = (e_half["1s"] - e_atom["1s"]) / free_shift["1s"]
assert abs(half_fraction - 0.5) < 0.03


# Flatness over the core: diffuse shell against compact shell.
def flatness_loss(zeta):
    average = np.sum(w * u_atom["2p"] ** 2 * shell_potential(3, zeta, r))
    return 1 - average / (zeta / 3)


loss_diffuse = flatness_loss(zeta_val)
loss_compact = flatness_loss(zeta_compact)
assert 0 < loss_diffuse < 0.02
assert loss_compact > 0.08 and loss_compact > 5 * loss_diffuse

# ---------------- Madelung part ----------------
# Direct sum over a cube; charges on its faces, edges, corners are shared.
HALF_WIDTH = 6
axis = np.arange(-HALF_WIDTH, HALF_WIDTH + 1)
sites = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T
charges = (-1.0) ** np.sum(abs(sites), axis=1)
charges *= np.prod(np.where(abs(sites) == HALF_WIDTH, 0.5, 1.0), axis=1)
others = np.any(sites != 0, axis=1)
sites, charges = sites[others].astype(float), charges[others]
alpha_direct = -np.sum(charges / np.linalg.norm(sites, axis=1))
# Independent, rapidly convergent double series.
odd = np.arange(1, 16, 2)
m1, m2 = np.meshgrid(odd, odd)
alpha = 12 * np.pi * np.sum(np.cosh(0.5 * np.pi * np.hypot(m1, m2)) ** -2.0)
assert abs(alpha_direct - alpha) < 2e-4


def sphere_average(radius):
    """Average electron energy on a sphere, lattice units, own ion left out."""
    cos_t, weight_t = np.polynomial.legendre.leggauss(40)
    phi = 2 * np.pi * (np.arange(80) + 0.5) / 80
    sin_t = np.sqrt(1 - cos_t**2)
    points = radius * np.stack([np.outer(sin_t, np.cos(phi)),
                                np.outer(sin_t, np.sin(phi)),
                                np.outer(cos_t, np.ones(80))], -1).reshape(-1, 3)
    squared = (radius**2 + np.sum(sites**2, axis=1)[None, :]
               - 2 * points @ sites.T)
    potential = -(1 / np.sqrt(squared)) @ charges
    return np.sum(np.repeat(weight_t / 160, 80) * potential)


average_inside = sphere_average(0.5)
average_beyond = sphere_average(1.2)
assert abs(average_inside - alpha_direct) < 1e-8
assert abs(average_beyond - (alpha_direct - 6 * (1 - 1 / 1.2))) < 1e-3

madelung_part = alpha * ION_CHARGE / d
penetration = 6 * ION_CHARGE * (shell_potential(2, zeta_anion, d) - 1 / d)
assert abs(penetration) < 0.02 * madelung_part

# ---------------- one neighbour acting on the 2p shell ----------------
near = r < 0.9 * d
cosine, cosine_weight = np.polynomial.legendre.leggauss(200)
attraction = -1 / np.sqrt(r[near, None] ** 2 + d**2
                          - 2 * r[near, None] * d * cosine)
radial_weight = (w * u_atom["2p"] ** 2)[near]
energy_m0 = radial_weight @ attraction @ (cosine_weight * 1.5 * cosine**2)
energy_m1 = radial_weight @ attraction @ (cosine_weight * 0.75
                                          * (1 - cosine**2))
p_mean = (energy_m0 + 2 * energy_m1) / 3
p_splitting = energy_m1 - energy_m0
r2_mean = np.sum(w * u_atom["2p"] ** 2 * r**2)
assert abs(p_mean + 1 / d) < 1e-5
assert abs(p_splitting - 0.6 * r2_mean / d**3) < 1e-5

# ---------------- ion in the lattice ----------------
ionic_formula = valence_part + madelung_part
lattice_shift = {c: free_shift[c] + madelung_part for c in levels}
assert all(lattice_shift[c] * ionic_formula > 0 for c in levels)
cancel_distance = alpha / inverse_radius

# ---------------- printed results ----------------
show("nuclear charge", Z, "e", 0)
show("ion charge Q", ION_CHARGE, "e", 0)
show("valence exponent", ZETA_VALENCE_A, "1/angstrom", 2)
show("anion exponent", ZETA_ANION_A, "1/angstrom", 2)
show("compact-shell exponent", ZETA_COMPACT_A, "1/angstrom", 2)
show("neighbour distance d", DISTANCE_A, "angstrom", 2)
show("Coulomb constant e^2/(4 pi eps0)", HARTREE * BOHR, "eV angstrom", 4)
show("valence mean 1/r", inverse_radius / BOHR, "1/angstrom", 4)
show("valence mean radius", mean_radius * BOHR, "angstrom")
for c in levels:
    show(f"{c} level, free atom", e_atom[c] * HARTREE, "eV")
for c in levels:
    show(f"{c} shift, free ion", free_shift[c] * HARTREE, "eV")
for c in levels:
    show(f"{c} first-order shift", first_order[c] * HARTREE, "eV")
    for p in ("valence", "core", "exchange"):
        show(f"  {c} {p} part", contributions[c][p] * HARTREE, "eV")
    show(f"  {c} remainder", remainder[c] * HARTREE, "eV", 5)
show("2p remainder ratio, full/half dv", scaling_ratio, "")
show("1s shift fraction at half charge", half_fraction, "", 4)
show("2p flatness loss, diffuse shell", 100 * loss_diffuse, "percent")
show("2p flatness loss, compact shell", 100 * loss_compact, "percent")
show("Madelung constant, series", alpha, "", 6)
show("Madelung constant, direct sum", alpha_direct, "", 6)
show("sphere average at 0.5 d", average_inside, "Q/d", 6)
show("sphere average at 1.2 d", average_beyond, "Q/d", 6)
show("2p mean, one unit charge at d", p_mean * HARTREE, "eV", 4)
show("2p splitting, one unit charge at d", p_splitting * HARTREE, "eV", 4)
show("valence part -Q<1/r>", valence_part * HARTREE, "eV")
show("Madelung part alpha Q/d", madelung_part * HARTREE, "eV")
show("ionic formula, sum", ionic_formula * HARTREE, "eV")
show("ionic formula, sum in hartree", ionic_formula, "hartree", 4)
show("neighbour penetration correction", penetration * HARTREE, "eV", 4)
for c in levels:
    show(f"{c} shift in lattice", lattice_shift[c] * HARTREE, "eV")
show("distance of exact cancellation", cancel_distance * BOHR, "angstrom")
print("finished without a failed check")
```

It prints:

```
nuclear charge: 12 e
ion charge Q: 2 e
valence exponent: 2.25 1/angstrom
anion exponent: 2.00 1/angstrom
compact-shell exponent: 7.50 1/angstrom
neighbour distance d: 3.00 angstrom
Coulomb constant e^2/(4 pi eps0): 14.3996 eV angstrom
valence mean 1/r: 0.7500 1/angstrom
valence mean radius: 1.556 angstrom
1s level, free atom: -1248.615 eV
2s level, free atom: -76.406 eV
2p level, free atom: -44.222 eV
1s shift, free ion: -20.451 eV
2s shift, free ion: -20.792 eV
2p shift, free ion: -20.708 eV
1s first-order shift: -20.451 eV
  1s valence part: -21.599 eV
  1s core part: 1.168 eV
  1s exchange part: -0.020 eV
  1s remainder: -0.00000 eV
2s first-order shift: -20.790 eV
  2s valence part: -21.510 eV
  2s core part: 0.636 eV
  2s exchange part: 0.085 eV
  2s remainder: -0.00198 eV
2p first-order shift: -20.701 eV
  2p valence part: -21.486 eV
  2p core part: 0.663 eV
  2p exchange part: 0.121 eV
  2p remainder: -0.00630 eV
2p remainder ratio, full/half dv: 3.828
1s shift fraction at half charge: 0.5023
2p flatness loss, diffuse shell: 0.525 percent
2p flatness loss, compact shell: 14.693 percent
Madelung constant, series: 1.747565
Madelung constant, direct sum: 1.747596
sphere average at 0.5 d: 1.747596 Q/d
sphere average at 1.2 d: 0.747596 Q/d
2p mean, one unit charge at d: -4.7999 eV
2p splitting, one unit charge at d: 0.0553 eV
valence part -Q<1/r>: -21.599 eV
Madelung part alpha Q/d: 16.776 eV
ionic formula, sum: -4.823 eV
ionic formula, sum in hartree: -0.1773 hartree
neighbour penetration correction: -0.0418 eV
1s shift in lattice: -3.675 eV
2s shift in lattice: -4.016 eV
2p shift in lattice: -3.931 eV
distance of exact cancellation: 2.330 angstrom
finished without a failed check
```
